# Confinement error in band edges read from a thin slab's centre

## Question

I am estimating the band offsets of a high-k gate stack from first principles. I have a semiconductor slab and an oxide slab, each nine layers thick, with their electrostatic potentials already put on a common scale. To avoid surface states, I project the density of states (DOS) on the central layer of each slab and read the valence and conduction edges from its onsets. The potential is flat in the middle of both slabs.

My reasoning is that the central layer has a bulk-like environment, so its onsets are the bulk band edges. Is that correct? If not, how large is the error, and does it cancel in the offsets?

## Answer

A flat potential at the centre is a sign that the local Hamiltonian is bulk-like there. A band edge, however, belongs to a state that extends over many layers, and such a state feels both ends of the slab. A finite chain shows how much this matters.

### The model and its bulk edge

Fix the in-plane wave vector at the band extremum, and assume that the extremum stays there in the slab. Give each layer one orbital, coupled to its neighbours by a hopping $t>0$. For the conduction band, with amplitude $\psi_n$ on layer $n$,

$$
(E-E_c-2t)\,\psi_n=-t\,(\psi_{n-1}+\psi_{n+1}).
$$

In the bulk, $\psi_n=e^{iqn}$ gives $\psi_{n-1}+\psi_{n+1}=2\cos q\,\psi_n$, so

$$
E(q)=E_c+2t(1-\cos q),
$$

with its minimum $E_c$ at $q=0$. The valence band is the mirror image, $E=E_v-2t(1-\cos q)$, with its own $t$. The model leaves out band mixing, atomic relaxation, charge redistribution and the errors of the density functional, so what remains is confinement alone.

Let $d$ be the layer spacing and $q=kd$. Near the edge $1-\cos q\approx q^2/2$, hence $E-E_c\approx td^2k^2$. Comparison with $\hbar^2k^2/2m^*$ gives

$$
m^*=\frac{\hbar^2}{2td^2}.
$$

### The edge of a slab

Now keep layers $1$ to $N$. The equation for layer 1 has lost its term in $\psi_0$, which is the same as using the bulk equation with $\psi_0=0$. Likewise $\psi_{N+1}=0$. The first condition selects $\psi_n\propto\sin(qn)$ and the second requires

$$
q_j=\frac{j\pi}{N+1},\qquad j=1,\dots,N.
$$

These are $N$ different energies for an $N\times N$ matrix, so none is missing. The value $q=0$ is absent, because it would make $\psi_n$ vanish everywhere. The lowest conduction level therefore lies above $E_c$ by

$$
\boxed{\;\delta=2t\left[1-\cos\frac{\pi}{N+1}\right]\;}
$$

and the highest valence level lies below $E_v$ by the same expression with the valence hopping. The slab gap is too wide by the sum of the two shifts.

For $N=1$ the formula gives $\delta=2t$: a single layer sits at the middle of the band. For a thick slab, expanding the cosine gives

$$
\delta\approx\frac{t\pi^2}{(N+1)^2}=\frac{\hbar^2\pi^2}{2m^*(N+1)^2d^2},
$$

the ground-state energy of a particle in a box of width $(N+1)d$. The error falls only as the inverse square of the thickness, and it is largest for light carriers.

### Why the central layer does not help

The normalization follows from

$$
\sum_{n=1}^{N}\sin^2(q_jn)=\frac12\sum_{n=0}^{N}\left[1-\cos\frac{2\pi jn}{N+1}\right]=\frac{N+1}{2},
$$

where the $n=0$ term adds nothing and the cosines sum to zero over full periods. For odd $N$ the central layer is $n=(N+1)/2$, and the weight of level $j$ on it is

$$
|\psi_j(\text{centre})|^2=\frac{2}{N+1}\sin^2\frac{j\pi}{2}.
$$

This is zero for even $j$ and $2/(N+1)$ for odd $j$. The level $j=1$, which carries the confinement error, has its largest amplitude precisely on the central layer. Projection on the centre suppresses states that decay from the surfaces, but it leaves the quantization of the extended states untouched.

### What is right in the argument

The central DOS does approach the bulk one if it is viewed at low enough energy resolution. Give the energy an imaginary part $\eta$ and write

$$
z=E+i\eta=E_c+2t(1-\cos\theta),\qquad \mathrm{Im}\,\theta>0 .
$$

The Green function for a source on the central layer, with $m$ the distance from the centre in layers, obeys

$$
-2t\cos\theta\,G_m+t(G_{m+1}+G_{m-1})=\delta_{m,0}.
$$

In the bulk the decaying solution is $G_m=G_0e^{i\theta|m|}$. At $m=0$ this gives $2t(e^{i\theta}-\cos\theta)G_0=2it\sin\theta\,G_0=1$, so $G_0=-i/(2t\sin\theta)$.

In the slab the solution must vanish at $|m|=M=(N+1)/2$, so

$$
G_m=g\,\frac{\sin[\theta(M-|m|)]}{\sin\theta M}.
$$

At $m=0$, use $\sin[\theta(M-1)]=\sin\theta M\cos\theta-\cos\theta M\sin\theta$. The terms in $\cos\theta$ cancel, leaving $-2t\,g\sin\theta\cot\theta M=1$. Therefore

$$
\frac{g}{G_0}=-i\tan\theta M=\frac{1-w}{1+w},\qquad w=e^{i(N+1)\theta}.
$$

The factor $w$ describes a wave that travels to a surface and back. At the bulk edge, $E=E_c$, small $\theta$ gives $t\theta^2\approx i\eta$, so $\mathrm{Im}\,\theta\approx\sqrt{\eta/2t}$ and

$$
|w|\approx\exp\left[-(N+1)\sqrt{\frac{\eta}{2t}}\right].
$$

Reducing $|w|$ to a chosen small value $p$ requires

$$
\eta\approx2t\left[\frac{\ln(1/p)}{N+1}\right]^2,\qquad
\frac{\eta}{\delta}\approx\frac{2\ln^2(1/p)}{\pi^2}.
$$

For $p=0.05$ the ratio is about 1.8, whatever the thickness. The DOS ratio also depends on the phase of $w$: at the edge energy it comes within 10% of the bulk value once $\eta\approx\delta$. Either way, the broadening that makes the central DOS look like the bulk is comparable to, or larger than, the shift one hoped to remove. Well inside the band, at real wave number $q$, a small broadening gives $\mathrm{Im}\,\theta\approx\eta/(2t\sin q)$, and the same $|w|$ requires a still larger $\eta$. The central layer is bulk-like only at coarse resolution, and an edge is a fine feature.

### Numbers for a nine-layer pair

Take round model parameters: $d=0.25$ nm, semiconductor edges at 0 and 1 eV, oxide edges at $-3$ and 3 eV. For $N=9$, $\cos(\pi/10)=0.95106$, so $\delta=0.0979\,t$.

| Edge | $t$ (eV) | $\delta$ (eV) |
|---|---|---|
| semiconductor valence | 1.0 | 0.098 |
| semiconductor conduction | 1.5 | 0.147 |
| oxide valence | 0.2 | 0.020 |
| oxide conduction | 0.6 | 0.059 |

The semiconductor gap is read as 1.245 eV instead of 1 eV, an error of almost a quarter of the gap.

For the offsets, define $\mathrm{VBO}=E_{v,s}-E_{v,o}$ and $\mathrm{CBO}=E_{c,o}-E_{c,s}$, with $s$ for semiconductor and $o$ for oxide. Valence edges are read too low and conduction edges too high, so

$$
\Delta\mathrm{VBO}=(-\delta_{v,s})-(-\delta_{v,o})=0.020-0.098=-0.078\ \text{eV},
$$

$$
\Delta\mathrm{CBO}=\delta_{c,o}-\delta_{c,s}=0.059-0.147=-0.088\ \text{eV}.
$$

With these hoppings both barriers come out too small; the sign of an offset error reverses when the oxide band has the larger $t$, that is, the lighter mass normal to the layers. At equal $N$ the cancellation would be complete only for equal hoppings, and nothing in a semiconductor–oxide pair enforces that.

More layers help slowly. The conduction shift is 0.402 eV at $N=5$, 0.147 eV at $N=9$ and 0.037 eV at $N=19$. To bring it below 10 meV one needs $\cos[\pi/(N+1)]\ge1-0.010/3.0$, or $N+1\ge38.5$. That means 38 layers, or 9.5 nm.

The resolution argument can be read at the bulk conduction edge of the same slab. At the fixed in-plane wave vector, with $\eta=0.02$ eV the central DOS is 9% of the equally broadened bulk DOS. With $\eta=0.27$ eV the two agree to about 8%, but the edge is then smeared by more than its 0.147 eV shift. A DOS summed over in-plane wave vectors gives different ratios, but without broadening it still starts at the displaced level.

### Other surfaces can change the size and sign

Abrupt ends are one case. Let the orbital energy of both end layers be shifted by $U=-ut$. The equation for layer 1 becomes

$$
(E-E_c-2t+ut)\psi_1=-t\psi_2.
$$

Subtracting the bulk equation for the same layer, with $\psi_0$ as a fictitious continuation, gives $\psi_0=u\psi_1$. For an even state, $\psi_n=\cos[q(n-\tfrac{N+1}{2})]$, this reads

$$
\cos\frac{q(N+1)}{2}=u\cos\frac{q(N-1)}{2}.
$$

In a thick slab the wave is nearly straight close to its end, $\psi_n\propto n+a$. Then $a=u(1+a)$, so $a=u/(1-u)$, and the box width in layers changes from $N+1$ to

$$
N+1+\frac{2u}{1-u}.
$$

- **Repulsive ends, $u<0$,** increase the error. At $N=9$ and $u=-0.5$ the conduction shift is 0.168 eV.
- **Weakly attractive ends, $0<u<1$,** reduce it. At $u=0.5$ it is 0.104 eV.
- **At $u=1$** the uniform state satisfies $\psi_0=\psi_1$, and the slab edge equals the bulk edge for any $N$. A central-layer reading can therefore be correct, but only for a special surface.
- **For $u>1$** surface states appear. On a thick slab $\psi_n\propto u^{-n}$ satisfies the end condition, with energy $E_c+2t-t(u+1/u)$, which is below $E_c$ by $t(u-1)^2/u$.

The last case can mislead in both directions. For $N=9$ and $u=2$ the lowest level is 0.76 eV below the bulk edge, with a central weight of only 0.006. If it is dismissed as a surface state, the next onset at the centre is 0.357 eV above the bulk edge, a larger error than with abrupt ends.

The special value $u=1$ is not a general remedy either. In the mirrored valence problem the same $U$ enters with the opposite sign, $u_v=+U/t_v$. A potential that removes the conduction error therefore increases the valence error.

### Does joining the slabs remove the error?

In a stack, the semiconductor state leaks into the oxide. Below the oxide conduction edge $E_{c,o}$ its amplitude there decays as $\phi_m\propto e^{-\kappa m}$, with

$$
\cosh\kappa=1+\frac{E_{c,o}-E}{2t_o}.
$$

Let $t_J$ be the hopping across the interface. In the equation for the first oxide layer, $t_J\psi_1$ takes the place of the continued term $t_o\phi_0=t_oe^{\kappa}\phi_1$, so $\phi_1=(t_J/t_o)e^{-\kappa}\psi_1$. The semiconductor end layer then receives the extra term $-t_J\phi_1=-(t_J^2/t_o)e^{-\kappa}\psi_1$. This acts as an attractive end shift with $ut=t_J^2e^{-\kappa}/t_o$. For the choice $t_J=\sqrt{t\,t_o}$,

$$
u=e^{-\kappa}<1 .
$$

The shift cannot exceed the abrupt-end value, because the isolated slab state, set to zero in the oxide, is an allowed trial state. Nor can it vanish. A level at or below $E_c$ would need $\cosh[\lambda(N+1)/2]=u\cosh[\lambda(N-1)/2]$ with real $\lambda\ge0$, which is impossible for $u<1$. (The lowest state has no nodes, so the even condition is the relevant one.)

For thick oxide on both sides of the nine-layer semiconductor, $u=0.20$ for the conduction band, and the shift drops from 0.147 to 0.133 eV. For the valence band $u=0.06$, and it drops from 0.0979 to 0.0955 eV. With barriers of 2 and 3 eV, the oxide is nearly a hard wall. A stronger interface coupling, with $u\ge1$, would fall outside this argument.

The oxide edges are a different problem in the joined stack. With the parameters used here, each lies inside the corresponding semiconductor band, whose states extend into the oxide. Next to a thick semiconductor the sharp levels of the isolated oxide slab become broadened resonances, which for these parameters are still displaced from the oxide edge by an amount similar to $\delta$. Next to a nine-layer semiconductor they mix with its discrete levels, and the onset seen at the oxide centre depends on where those levels fall. In neither case is the formula for $\delta$ exact, nor is the onset a reliable reading of the oxide edge.

### What to do instead

**Use the joined stack for the potential, and the bulk for the edge.** Compute each band edge relative to a reference $\bar V$, such as the averaged electrostatic potential, in a periodic bulk cell. Then take from the stack only the difference of the references:

$$
\mathrm{VBO}=(E_v-\bar V)_s^{\text{bulk}}-(E_v-\bar V)_o^{\text{bulk}}+(\bar V_s-\bar V_o)^{\text{stack}}.
$$

In the chain, a periodic ring of nine layers already gives the bulk edge, because it contains $q=0$. In a real calculation the wave vectors must include the band extremum, the bulk cells must have the strain of the stack, and functional and pseudopotentials must match. $\bar V$ must also be flat inside each material, which you should check. This removes the confinement error, not the gap error of the functional.

**Or extrapolate.** The effective width suggests

$$
E(N)=E_\infty+\frac{A}{(N+b)^2}.
$$

Three thicknesses determine the three unknowns. In the ratio $(E_1-E_2)/(E_2-E_3)$ both $E_\infty$ and $A$ drop out, which fixes $b$; then $A$ and $E_\infty$ follow. For the joined stack the conduction edge is read as 1.1333, 1.0702 and 1.0432 eV at $N=9$, 13 and 17. The fit gives $E_\infty=0.9998$ eV, within 0.2 meV of the model's bulk edge, although the best single reading is still 43 meV away. The fit amplifies reading errors: 1 meV in the $N=13$ or $N=17$ value moves $E_\infty$ by 4 to 5 meV, so it needs well-converged levels rather than onsets read from a broadened DOS. The form is a leading-order law for thick layers, and it presumes that the interface and the flat interior potential stay the same as $N$ changes.

So keep the central layer as a check that the potential has become bulk-like, and take the edges from the bulk. The numerical output below lists the values behind these figures.

## Values computed for the example and the checks

```
layer spacing = 0.25 nm, layers N = 9
semiconductor valence: t = 1.0 eV, bulk edge = -0.000 eV, slab edge = -0.0979 eV, shift = 0.0979 eV
semiconductor conduction: t = 1.5 eV, bulk edge = 1.000 eV, slab edge = 1.1468 eV, shift = 0.1468 eV
oxide valence: t = 0.2 eV, bulk edge = -3.000 eV, slab edge = -3.0196 eV, shift = 0.0196 eV
oxide conduction: t = 0.6 eV, bulk edge = 3.000 eV, slab edge = 3.0587 eV, shift = 0.0587 eV
semiconductor gap: bulk = 1.000 eV, slab = 1.2447 eV, error = 0.2447 eV
oxide gap: bulk = 6.000 eV, slab = 6.0783 eV, error = 0.0783 eV
valence offset: bulk = 3.000 eV, slabs = 2.9217 eV, error = -0.0783 eV
conduction offset: bulk = 2.000 eV, slabs = 1.9119 eV, error = -0.0881 eV
semiconductor conduction mass = 0.4064 m_e
N = 5: conduction shift = 0.40192 eV, continuum = 0.41123 eV
N = 9: conduction shift = 0.14683 eV, continuum = 0.14804 eV
N = 19: conduction shift = 0.03693 eV, continuum = 0.03701 eV
N = 39: conduction shift = 0.00925 eV, continuum = 0.00925 eV
layers for conduction shift below 10 meV = 38, thickness N d = 9.50 nm
central weights of the lowest three levels = 0.200, 0.000, 0.200
third level above bulk edge = 1.2366 eV
eta = 0.0200 eV: |w| = 0.4418, central DOS = 0.0590 /eV, bulk DOS = 0.6508 /eV, ratio = 0.091
eta = 0.2692 eV: |w| = 0.0489, central DOS = 0.1961 /eV, bulk DOS = 0.1809 /eV, ratio = 1.084
end parameter u = -0.5: conduction shift = 0.1682 eV
end parameter u = 0.5: conduction shift = 0.1044 eV
end parameter u = 2.0: lowest level minus bulk edge = -0.7565 eV, its central weight = 0.00559
end parameter u = 2.0: first in-band level minus bulk edge = 0.3568 eV, its central weight = 0.2871
joined stack, semiconductor valence: u = 0.0607, shift = 0.0955 eV, hard wall = 0.0979 eV
joined stack, semiconductor conduction: u = 0.2038, shift = 0.1333 eV, hard wall = 0.1468 eV
joined stack N = 9: conduction edge read = 1.13334 eV
joined stack N = 13: conduction edge read = 1.07023 eV
joined stack N = 17: conduction edge read = 1.04321 eV
three-thickness fit: b = 1.609, A = 15.028 eV, extrapolated edge = 0.99981 eV
extrapolation error = -0.188 meV
```
